\section*{Why nonlocal vdW-DF correlation has no PAW one-centre split, part 1}

(Sections cited here and not found follow in the second part.)

\section*{The split}

Q: My colleagues' PAW code treats exchange and local correlation with one-centre corrections but evaluates the nonlocal correlation of vdW-DF on a smooth density alone. Why do the corrections work for the first kind of term?

A: I use Hartree atomic units and a spin-unpolarised density. Let $A$ be an augmentation sphere of radius $r_c$ and $B$ its exterior. The all-electron density is $n$. The smooth density $\tilde n$ equals $n$ in $B$ and joins with continuous value, slope and curvature. I assume complete partial waves, so the one-centre densities equal $n$ and $\tilde n$ inside $A$. A semilocal energy is one integral of $f(n,\nabla n)$, which splits into $E_A+E_B$ with no surface term because the gradient stays finite at $r_c$. The parts $E_B$ are equal for $n$ and $\tilde n$, so
\begin{equation}
E[n]=E[\tilde n]+E_A[n]-E_A[\tilde n].
\end{equation}

Q: What changes for the nonlocal term?

A: It is a double integral,
\begin{align}
E^{\rm nl}&=\tfrac12\iint n(\mathbf r)\,\phi(qs,q's)\,n(\mathbf r')\,d^3r\,d^3r',\qquad s=|\mathbf r-\mathbf r'|,\\
q&=k_F\Big(1-\frac{Z_{ab}}{9}\sigma^2\Big)-\frac{4\pi}{3}\varepsilon_c^{\rm LDA},\qquad \sigma=\frac{|\nabla n|}{2k_Fn},
\end{align}
with $k_F=(3\pi^2n)^{1/3}$, $Z_{ab}=-0.8491$ (vdW-DF1), $q=q(\mathbf r)$ and $q'=q(\mathbf r')$. Each integral splits into $A$ and $B$, which gives four blocks. The kernel is symmetric in its arguments, so the two mixed blocks are equal and cancel the factor $\tfrac12$:
\begin{equation}
E^{\rm nl}=E_{AA}+E_{AB}+E_{BB},\qquad E_{AB}=\int_A\!\int_B n\,\phi\,n'.
\end{equation}
Since $q$ depends on the density and gradient at its own point, $E_{BB}[n]=E_{BB}[\tilde n]$. Subtracting the two decompositions gives
\begin{align}
&E^{\rm nl}[n]-E^{\rm nl}[\tilde n]-\big(E_{AA}[n]-E_{AA}[\tilde n]\big)=\Delta,\label{split}\\
&\Delta=E_{AB}[n]-E_{AB}[\tilde n]=\int_B n'\int_A\big[n\,\phi(qs,q's)-\tilde n\,\phi(\tilde qs,q's)\big].
\end{align}
The split restricted to the sphere misses $\Delta$, the difference in how the true and the smooth sphere couple to the exterior.

Q: A cleverer one-centre term might supply $\Delta$.

A: Call it $K[n_A,\tilde n_A]$, any number fixed by the densities in $A$, and demand $E^{\rm nl}[n]-E^{\rm nl}[\tilde n]=K$. By Eq.~(\ref{split}), $\Delta=K-E_{AA}[n]+E_{AA}[\tilde n]$. The right side does not depend on the density in $B$, so $\Delta$ must not either. One change of $n_B$ at fixed $n_A,\tilde n_A$ that moves $\Delta$ excludes every such $K$ for that pair of densities. A natural attempt is to continue both one-centre densities into $B$ with the free-atom tail $t$. Eq.~(\ref{split}) applied to them shows that their energy difference is $E_{AA}[n]-E_{AA}[\tilde n]+\Delta(t)$, so the corrected energy minus the true one is $\Delta(t)-\Delta(n_B)$. It vanishes for the free atom and, as long as the densities in $A$ stay unchanged, changes with the surroundings as $-\Delta$ does.

\section*{What the exterior sees of the sphere}

Q: The Hartree energy is nonlocal too, and PAW handles it. So nonlocality cannot be the reason.

A: It is not sufficient, and the statement has to be sharpened. For $r<r_c<r'$,
\begin{equation}
\frac1s=\sum_{lm}\frac{4\pi}{2l+1}\frac{r^l}{r'^{\,l+1}}Y_{lm}^*(\hat{\mathbf r})Y_{lm}(\hat{\mathbf r}'),
\end{equation}
so the Hartree cross term contains the sphere through the moments $\int_A n\,r^lY^*_{lm}$ alone. There is one number for each $lm$, it is linear in the density, and a compensation charge $\hat n$ of any radial shape whose own moment is nonzero can restore it. To see what replaces the moments for vdW-DF we need the kernel. With $d=qs$ and $d'=q's$,
\begin{align}
\phi&=\frac{2}{\pi^2}\int_0^\infty\!\!\int_0^\infty a^2b^2\,W(a,b)\,T\big(\nu(a),\nu(b),\nu'(a),\nu'(b)\big)\,da\,db,\\
T(w,x,y,z)&=\frac12\Big[\frac1{w+x}+\frac1{y+z}\Big]\Big[\frac1{(w+y)(x+z)}+\frac1{(w+z)(y+x)}\Big],\\
\nu(a)&=\frac{a^2}{2\,[1-e^{-\gamma a^2/d^2}]},\qquad\gamma=\frac{4\pi}{9},
\end{align}
and $\nu'$ is $\nu$ with $d'$ in place of $d$. The weight is
\begin{align}
W=\frac{2}{a^3b^3}\big[&(3-a^2)\,b\cos b\sin a+(3-b^2)\,a\cos a\sin b\nonumber\\
&+(a^2+b^2-3)\sin a\sin b-3ab\cos a\cos b\big].
\end{align}
Write $g(a)=\sin a-a\cos a=a^2j_1(a)$. The four terms carrying a factor 3 add up to $-3g(a)g(b)$, as multiplying out shows. The terms in $a^2$ give $a^2\sin a\,g(b)$ and those in $b^2$ give $b^2\sin b\,g(a)$. Dividing by $a^3b^3$, with $j_0=\sin a/a$ and $G(a)=g(a)/a^3=j_1(a)/a$,
\begin{equation}
W=2\,[\,j_0(a)G(b)+j_0(b)G(a)-3G(a)G(b)\,].
\end{equation}
The recurrence $j_0+j_2=3j_1/a$ gives $G=(j_0+j_2)/3$. With primes marking the argument $b$, the bracket is one third of $j_0(j_0'+j_2')+j_0'(j_0+j_2)-(j_0+j_2)(j_0'+j_2')$. The mixed products cancel, and
\begin{equation}
W=\tfrac23\,[\,j_0(a)j_0(b)-j_2(a)j_2(b)\,].\label{W}
\end{equation}

Q: What does that form buy?

A: Two properties. The first is a sum rule. Put $a=ks$, $b=k's$. Then $\nu=s^2k^2/(2[1-e^{-\gamma k^2/q^2}])$, and $T$, being of degree $-3$, scales as $s^{-6}$, which cancels the $s^6$ from $a^2b^2\,da\,db$. All dependence on $s$ sits in $W(ks,k's)$. The closure relation $\int_0^\infty s^2j_l(ks)j_l(k's)\,ds=\pi\delta(k-k')/2k^2$ is the same for $l=0$ and $l=2$, so the two terms of Eq.~(\ref{W}) cancel when the order of integration is exchanged: $\int s^2\phi\,ds=0$ at fixed $q,q'$. The uniform gas has no nonlocal energy, and a negative tail of $\phi$ must be balanced by a positive part at shorter range.

The second is the tail. For $d,d'\gg1$ the exponentials can be expanded over many oscillations of $W$, so at leading order $\nu\to d^2/2\gamma$ and $\nu'\to d'^2/2\gamma$ are constants. Then $w=x=\nu$, $y=z=\nu'$, and
\begin{equation}
T\to\frac12\,\frac{\nu+\nu'}{2\nu\nu'}\,\frac{2}{(\nu+\nu')^2}=\frac{1}{2\nu\nu'(\nu+\nu')}.
\end{equation}
The remaining integrals are taken with a factor $e^{-\eta a}$, $\eta\to0$, which stands for the slow decay of $T$. We have $a^2j_0=a\sin a$, whose integral $2\eta/(1+\eta^2)^2$ vanishes. Also $a^2j_2=3\sin a/a-a\sin a-3\cos a$, whose terms give $3\pi/2$, $0$ and $-3\eta/(1+\eta^2)\to0$. Hence
\begin{equation}
\phi\to\frac{2}{\pi^2}\cdot\frac23\Big[0-\frac{9\pi^2}{4}\Big]\frac{1}{2\nu\nu'(\nu+\nu')}=-\frac{3}{2\,\omega\omega'(\omega+\omega')\,s^6},\label{tail}
\end{equation}
where $\nu=\omega s^2$ and $\omega=q^2/2\gamma$ is a local oscillator frequency. In terms of $d,d'$ this is $-12\gamma^3/[d^2d'^2(d^2+d'^2)]$, with $12\gamma^3=32.665$. The kernel integrated from its definition is $0.999999$ times this at $d=14$, $d'=20$, and the sum rule, tested at three ratios $q/q'$, holds to $3\times10^{-6}$ of the integral of the absolute value.

Q: An oscillator frequency and $s^{-6}$ suggest a polarisability.

A: They give one. By partial fractions,
\begin{equation}
\int_0^\infty\!\frac{du}{(\omega^2+u^2)(\omega'^2+u^2)}=\frac{1}{\omega'^2-\omega^2}\Big[\frac{\pi}{2\omega}-\frac{\pi}{2\omega'}\Big]=\frac{\pi}{2\omega\omega'(\omega+\omega')}.
\end{equation}
For a compact piece $P$ of $B$ at distance $R\gg r_c$, Eq.~(\ref{tail}) with $s\approx R$ becomes
\begin{equation}
E_{AP}\to-\frac{3}{\pi R^6}\int_0^\infty\!\alpha_A(iu)\,\alpha_P(iu)\,du,\qquad\alpha_A(iu)=\int_A\frac{n\,d^3r}{\omega^2+u^2}.
\end{equation}
Now define $\rho_A(\Omega)=\int_A n\,\delta(\Omega-\omega(\mathbf r))\,d^3r$, the charge in $A$ per unit frequency, and $\delta\rho=\rho_A[n]-\rho_A[\tilde n]$. I assume that distant pieces can be added with their charge $N'$ concentrated at a frequency $\omega'$, for any $\omega'$ in some interval. This idealises a real probe, which carries a spread of frequencies. Adding such a piece changes $\Delta$ by
\begin{equation}
-\frac{3N'}{2\omega'R^6}F(\omega'),\qquad F(z)=\int\frac{\delta\rho(\Omega)}{\Omega}\,\frac{d\Omega}{\Omega+z}.
\end{equation}
A one-centre term requires $F=0$ on the interval. $F$ is analytic off the negative real axis, so it then vanishes everywhere there. At $z=-\Omega_0+i\eta$ the imaginary part of $1/(\Omega+z)$ is $-\eta/[(\Omega-\Omega_0)^2+\eta^2]$, which tends to $-\pi\delta(\Omega-\Omega_0)$, so $\delta\rho(\Omega_0)=0$ for each $\Omega_0$. The sharpened statement follows: under this assumption a one-centre correction valid for all surroundings needs $n$ and $\tilde n$ to share the whole distribution of charge over $q$ in the sphere. The condition is necessary, from the order $R^{-6}$ alone, and I have not shown it sufficient. A smooth density whose largest $q$ in $A$ lies below the all-electron one there violates it, because the core carries charge at those higher frequencies.

Q: And the compensation charge?

A: As $u\to\infty$, $u^2\alpha_A\to N_A$, the charge in $A$. Restoring the charge matches this limit, which is the single condition $\int\delta\rho\,d\Omega=0$. The added charge also changes $q$ wherever it is placed, so it moves the existing charge along the frequency axis.

\section*{A model with numbers}

Q: How large is the effect?

A: Take the sodium atom in spherical, nonrelativistic, spin-unpolarised LDA (Slater exchange, PW92 correlation) in an even-tempered Gaussian radial basis, with a neon core, $3s$ valence and $r_c=2.5$ bohr. Its core and valence overlap in space, which is what tests a pseudo core. A density is smoothed inside a radius $r_p$ by $\exp(c_0+c_2r^2+c_4r^4)$. If $g_1,g_2$ are the first two derivatives of $\ln n$ at $r_p$, matching gives $g_1=2c_2r_p+4c_4r_p^3$ and $g_2=2c_2+12c_4r_p^2$. Then $r_pg_2-g_1=8c_4r_p^3$ fixes $c_4$, the first relation fixes $c_2$, and the value fixes $c_0$. The valence density is smoothed at $r_c$ throughout. The core is smoothed at $1.0$, $1.5$ or $2.5$ bohr (pc1.0, pc1.5, pc2.5) or dropped (val). The variant comp is pc2.5 plus $\hat n\propto(1-r^2/r_c^2)^3$ carrying $7.795$ electrons. The variant val also lacks the $0.034$ core electrons outside $r_c$, so it differs from $n$ in $B$ and has no $\Delta$ in the sense of Eq.~(\ref{split}).

The surroundings are spherical electron gas with the round value $r_s=4$ bohr ($n_0=0.00373$ bohr$^{-3}$), roughly that of sodium metal, falling smoothly to zero between 8 and 10 bohr. The shell rises between 3 and 5 bohr, holds $10.4$ electrons and leaves $A$ untouched. The overlapping gas holds $11.5$ electrons and fills $A$ as well. The gas is added to the frozen atom. The all-electron (AE) reference is therefore vdW-DF1 with unsaturated $q$ on a model density. It leaves out spin, relativity, relaxation, non-spherical terms and neighbouring cores, and it does not describe the metal.

Spherical symmetry removes the angles. With $s^2=r^2+r'^2-2rr'\mu$ we have $s\,ds=-rr'd\mu$. The ratio $q/q'$ is fixed for a pair of radii, so with $\bar q=(q+q')/2$ and $D=\bar qs$,
\begin{equation}
\langle\phi\rangle=\frac12\int_{-1}^1\!\phi\,d\mu=\frac{1}{2rr'}\int_{|r-r'|}^{r+r'}\!s\,\phi\,ds=\frac{H(D_-)-H(D_+)}{2rr'\bar q^2},
\end{equation}
where $D_\pm=\bar q|r\pm r'|$ and $H(D)=\int_D^\infty D'\phi\,dD'$. The blocks are double radial integrals of $4\pi r^2n\cdot4\pi r'^2n'\,\langle\phi\rangle$. This reduction was tested against direct quadrature in $\mu$ for two pairs of radii. The values are in the numerical output that follows the text, except the sphere share of $C_6$, the basis comparisons and the intermediate core radii. The last digit shown is not always converged: the all-electron $AA$ block moves by about $0.03$ mHa with the kernel table and radial grid, and $\Delta$ and the embedding errors move by up to $0.002$ mHa when the Gaussian basis is replaced by B-splines.

Q: Do the two contrasts survive in this model?

A: Both were tested. For revPBE exchange plus LDA correlation, $E[n]-E[\tilde n]$ with pc1.5 is $-10.395028$ Ha over all space and the same over the sphere on a different grid. The Hartree potential of the charge in $A$ at 4 bohr, from angular quadrature, is $2.5331$ Ha for AE, equal to $N_A/R=10.1323/4$. It is $0.5843$ Ha for pc2.5, equal to $2.3371/4$, and $2.5331$ Ha again for comp.

For the nonlocal term take pc2.5 and the free atom. The totals differ by $119.935-31.178=88.757$ mHa and the $AA$ blocks by $116.206-27.324=88.882$ mHa, which leaves $\Delta=-0.5254-(-0.4003)=-0.125$ mHa. With the shell, $\Delta=+0.575$ mHa. The left side of Eq.~(\ref{split}), with totals from a grid that has no break at $r_c$, gives $0.576$ mHa, a mismatch of $0.0006$ mHa. Nothing in $A$ has changed, and $\Delta$ has moved by $0.575+0.125=0.700$ mHa ($19$ meV) and reversed its sign. That excludes every one-centre $K$ for this pair of densities without the probe idealisation. For comp, $\Delta$ moves from $1.908$ to $2.369$ mHa, so the charge that repairs the Hartree potential does not repair this term.

A one-centre correction restricted to the sphere misses the coupling difference $\Delta$, and in the sodium model with pc2.5 $\Delta$ changes with the surroundings while the sphere stays fixed, which excludes every one-centre term for that pair of densities. It remains to see how quantitative the polarisability picture is and how large the errors in energy differences are when a smooth density is used alone.

Numbers in the example were calculated in double precision.
